**Finite and impenetrable walls for a 3 nm square silicon wire**

For a well of width $L$, mass $m$ and barrier $V$, the lowest energy is $E=2\hbar^2z^2/(mL^2)$, where $\cos z=z/z_0$, $z_0=L/(2\delta)$ and $\delta=\hbar/\sqrt{2mV}$. The program asserts that these energies and the outside probabilities agree with diagonalization in a cosine basis, and that the impenetrable-wall energy agrees with a two-dimensional finite-difference calculation. It also asserts the derivatives of $E$ with respect to barrier and width, the upper bound from a well widened by $\delta$ on each side, and the leading error of that bound at large $z_0$. For a constant barrier around the wire, it asserts that the corner shift respects the variational bound, within a small numerical allowance, and stays below 1 meV. The output gives a gap widening of 422.5 meV for impenetrable walls and 332.7 meV for finite walls, with round model masses and barriers. The four valleys on the axes across the wire lie lowest in both models.

## Verification by program

```python
"""Confinement energies in a square silicon wire, effective-mass theory.

Result under test: for a well of width L, mass m and barrier V, the lowest
energy is E = 2 hbar^2 z^2/(m L^2), with cos z = z/z0 and
z0 = L sqrt(2 m V)/(2 hbar). It lies just below the infinite-wall energy of a
well widened by delta = hbar/sqrt(2 m V) on each side. A square wire has
nearly the sum of two such energies; the exact constant-barrier wire lies
slightly lower, because the sum of two wells counts V twice in the corners.
Symbols: k, kappa = wave number inside and decay constant outside;
P = probability outside one well; ml, mt = longitudinal and transverse
electron masses; mh = hole mass. Lengths in m, masses in kg, energies in eV.
The mass tensor is the same inside and outside the wire.
"""
import numpy as np
from scipy.constants import hbar, m_e, e
from scipy.linalg import eigh
from scipy.optimize import brentq

WIDTH = 3e-9
ML, MT, MH = 0.9 * m_e, 0.2 * m_e, 0.5 * m_e
V_ELECTRON, V_HOLE = 3.0, 4.0


def infinite_energy(mass, width=WIDTH):
    return (hbar * np.pi / width) ** 2 / (2 * mass) / e


def ground_root(z0):
    return brentq(lambda z: np.cos(z) - z / z0, 0.0, min(np.pi / 2, z0),
                  xtol=1e-15, rtol=1e-15)


def finite_well(mass, barrier, width=WIDTH):
    """Ground state of one finite well from the matching condition."""
    delta = hbar / np.sqrt(2 * mass * barrier * e)
    z0 = width / (2 * delta)
    z = ground_root(z0)
    energy = 2 * (hbar * z / width) ** 2 / mass / e
    kappa = np.sqrt(2 * mass * (barrier - energy) * e) / hbar
    outside = energy / barrier / (1 + kappa * width / 2)
    widened = infinite_energy(mass, width + 2 * delta)
    return dict(delta=delta, z0=z0, z=z, E=energy, kappa=kappa,
                P=outside, widened=widened, k=2 * z / width)


def cosine_basis(mass, barrier, size):
    """Hamiltonian and outside projector, even states of a large box."""
    box = WIDTH + 4e-9
    q = (2 * np.arange(size) + 1) * np.pi / box
    difference = q[:, None] - q[None, :]
    total = q[:, None] + q[None, :]
    half = WIDTH / 2
    inside = (WIDTH / box) * (np.sinc(difference * half / np.pi)
                              + np.sinc(total * half / np.pi))
    outside = np.eye(size) - inside
    kinetic = np.diag((hbar * q) ** 2 / (2 * mass) / e)
    return kinetic + barrier * outside, outside


def corner_shift(mass_x, mass_y, barrier, size=34):
    """Energy of the constant-barrier wire minus that of the separable one."""
    hx, outside = cosine_basis(mass_x, barrier, size)
    hy, _ = cosine_basis(mass_y, barrier, size)
    one = np.eye(size)
    separable = np.linalg.eigvalsh(hx)[0] + np.linalg.eigvalsh(hy)[0]
    wire = (np.kron(hx, one) + np.kron(one, hy)
            - barrier * np.kron(outside, outside))
    lowest = eigh(wire, eigvals_only=True, subset_by_index=[0, 0])[0]
    return lowest - separable


# Infinite walls: two-dimensional finite differences, anisotropic mass.
points = 30
step = WIDTH / (points + 1)
second = (2 * np.eye(points) - np.eye(points, k=1)
          - np.eye(points, k=-1)) / step ** 2
unit = np.eye(points)
grid_h = hbar ** 2 / (2 * e) * (np.kron(second, unit) / ML
                                + np.kron(unit, second) / MT)
grid_energy = eigh(grid_h, eigvals_only=True, subset_by_index=[0, 0])[0]
formula = infinite_energy(ML) + infinite_energy(MT)
# The grid's discretization error is about 9e-4 in relative terms.
assert abs(grid_energy / formula - 1) < 1e-3

# Finite wells: energies, leakage, derivatives and the widened-well bound.
cases = {"electron ml": (ML, V_ELECTRON),
         "electron mt": (MT, V_ELECTRON),
         "hole mh": (MH, V_HOLE)}
wells = {}
for name, (mass, barrier) in cases.items():
    w = finite_well(mass, barrier)
    wells[name] = w
    matrix, outside = cosine_basis(mass, barrier, 150)
    values, vectors = np.linalg.eigh(matrix)
    ground = vectors[:, 0]
    assert abs(values[0] - w["E"]) < 1e-5
    assert abs(ground @ outside @ ground / w["P"] - 1) < 5e-3
    dv = 1e-3
    slope_v = (finite_well(mass, barrier + dv)["E"]
               - finite_well(mass, barrier - dv)["E"]) / (2 * dv)
    assert abs(slope_v / w["P"] - 1) < 1e-4
    t = 1e-4
    slope_l = np.log(finite_well(mass, barrier, WIDTH * np.exp(t))["E"]
                     / finite_well(mass, barrier, WIDTH * np.exp(-t))["E"])
    slope_l /= 2 * t
    ka = w["kappa"] * WIDTH / 2
    w["exponent"] = -2 * ka / (1 + ka)
    assert abs(slope_l - w["exponent"]) < 1e-5
    assert w["E"] < w["widened"] < infinite_energy(mass)
    assert w["widened"] / w["E"] - 1 < 5e-3

# Leading error of the widened-well energy for a very high barrier.
large = 1000.0
ratio = (ground_root(large) / (np.pi / 2 * large / (1 + large))) ** 2
assert abs((ratio - 1) * large ** 3 / (-np.pi ** 2 / 12) - 1) < 0.01

# Wire energies and the effect of the corners.
wires = {"four-valley electron": ("electron ml", "electron mt"),
         "two-valley electron": ("electron mt", "electron mt"),
         "hole": ("hole mh", "hole mh")}
results = {}
for name, (along_x, along_y) in wires.items():
    mass_x, barrier = cases[along_x]
    mass_y, _ = cases[along_y]
    hard = infinite_energy(mass_x) + infinite_energy(mass_y)
    soft = wells[along_x]["E"] + wells[along_y]["E"]
    bound = -barrier * wells[along_x]["P"] * wells[along_y]["P"]
    shift = corner_shift(mass_x, mass_y, barrier)
    # One per cent allows for the finite basis in the leakage.
    assert shift <= 0.99 * bound
    assert abs(shift) < 1e-3
    results[name] = (hard, soft, bound, shift)

four = results["four-valley electron"]
two = results["two-valley electron"]
hole = results["hole"]
assert four[0] < two[0] and four[1] + four[3] < two[1] + two[3]
gap_hard = four[0] + hole[0]
gap_soft = four[1] + hole[1]
gap_full = gap_soft + four[3] + hole[3]

print(f"wire side L = {WIDTH * 1e9:.1f} nm")
print(f"masses ml, mt, mh = {ML/m_e:.1f}, {MT/m_e:.1f}, {MH/m_e:.1f} m0")
print(f"barriers electron, hole = {V_ELECTRON:.1f}, {V_HOLE:.1f} eV")
print(f"infinite 1D energy for mass m0 = {infinite_energy(m_e)*1e3:.3f} meV")
for name, w in wells.items():
    mass = cases[name][0]
    print(f"[{name}] delta = {w['delta']*1e9:.4f} nm, z0 = {w['z0']:.4f}, "
          f"z = {w['z']:.5f}")
    print(f"  k = {w['k']*1e-9:.4f} 1/nm, kappa = {w['kappa']*1e-9:.4f} 1/nm")
    print(f"  1D energy, infinite walls = {infinite_energy(mass)*1e3:.2f} meV")
    print(f"  1D energy, finite walls = {w['E']*1e3:.2f} meV")
    print(f"  1D energy, widened well = {w['widened']*1e3:.2f} meV")
    print(f"  finite/infinite ratio = {w['E']/infinite_energy(mass):.4f}")
    print(f"  outside probability P = {w['P']:.3e}")
    print(f"  width exponent dlnE/dlnL = {w['exponent']:.4f}")
for name, (hard, soft, bound, shift) in results.items():
    print(f"[wire, {name}] infinite walls = {hard*1e3:.2f} meV")
    print(f"  finite walls, separable = {soft*1e3:.2f} meV")
    print(f"  reduction by finite walls = {(1-soft/hard)*100:.1f} %")
    print(f"  corner term -V Px Py = {bound*1e3:.4f} meV")
    print(f"  full corner shift = {shift*1e3:.4f} meV")
print(f"valley splitting, infinite walls = {(two[0]-four[0])*1e3:.2f} meV")
print(f"valley splitting, finite walls = {(two[1]-four[1])*1e3:.2f} meV")
print(f"gap widening, infinite walls = {gap_hard*1e3:.1f} meV"
      f" = {gap_hard*e:.3e} J")
print(f"gap widening, finite separable = {gap_soft*1e3:.1f} meV"
      f" = {gap_soft*e:.3e} J")
print(f"gap widening, finite with corners = {gap_full*1e3:.1f} meV")
print(f"infinite-wall excess = {(gap_hard-gap_soft)*1e3:.1f} meV"
      f" = {(gap_hard/gap_soft-1)*100:.1f} % of finite value")
print("all good")
```

It prints:

```
wire side L = 3.0 nm
masses ml, mt, mh = 0.9, 0.2, 0.5 m0
barriers electron, hole = 3.0, 4.0 eV
infinite 1D energy for mass m0 = 41.781 meV
[electron ml] delta = 0.1188 nm, z0 = 12.6273, z = 1.45529
  k = 0.9702 1/nm, kappa = 8.3621 1/nm
  1D energy, infinite walls = 46.42 meV
  1D energy, finite walls = 39.85 meV
  1D energy, widened well = 39.86 meV
  finite/infinite ratio = 0.8583
  outside probability P = 9.807e-04
  width exponent dlnE/dlnL = -1.8523
[electron mt] delta = 0.2520 nm, z0 = 5.9526, z = 1.34319
  k = 0.8955 1/nm, kappa = 3.8660 1/nm
  1D energy, infinite walls = 208.91 meV
  1D energy, finite walls = 152.75 meV
  1D energy, widened well = 153.13 meV
  finite/infinite ratio = 0.7312
  outside probability P = 7.489e-03
  width exponent dlnE/dlnL = -1.7058
[hole mh] delta = 0.1380 nm, z0 = 10.8679, z = 1.43808
  k = 0.9587 1/nm, kappa = 7.1815 1/nm
  1D energy, infinite walls = 83.56 meV
  1D energy, finite walls = 70.04 meV
  1D energy, widened well = 70.07 meV
  finite/infinite ratio = 0.8382
  outside probability P = 1.487e-03
  width exponent dlnE/dlnL = -1.8301
[wire, four-valley electron] infinite walls = 255.33 meV
  finite walls, separable = 192.60 meV
  reduction by finite walls = 24.6 %
  corner term -V Px Py = -0.0220 meV
  full corner shift = -0.0286 meV
[wire, two-valley electron] infinite walls = 417.81 meV
  finite walls, separable = 305.50 meV
  reduction by finite walls = 26.9 %
  corner term -V Px Py = -0.1682 meV
  full corner shift = -0.2196 meV
[wire, hole] infinite walls = 167.12 meV
  finite walls, separable = 140.08 meV
  reduction by finite walls = 16.2 %
  corner term -V Px Py = -0.0088 meV
  full corner shift = -0.0114 meV
valley splitting, infinite walls = 162.48 meV
valley splitting, finite walls = 112.90 meV
gap widening, infinite walls = 422.5 meV = 6.768e-20 J
gap widening, finite separable = 332.7 meV = 5.330e-20 J
gap widening, finite with corners = 332.6 meV
infinite-wall excess = 89.8 meV = 27.0 % of finite value
all good
```
